**Casimir's quadrupole formula and the H35Cl J = 1-0 triplet**

The program tests the first-order energy $E(F)=-eqQ\,[\frac34C(C+1)-I(I+1)J(J+1)]/[2I(2I-1)(2J-1)(2J+3)]$ with $C=F(F+1)-I(I+1)-J(J+1)$. Here $J$, $I$ and $F$ are the rotational, nuclear and total angular momenta, $q$ is the field gradient along the axis and $Q$ the nuclear quadrupole moment. It asserts that this formula and its 6j form agree with direct diagonalization for $J=1$ to 3 and $I=1,3/2,5/2$, with orientation integrals done by quadrature. It also asserts the closed 6j symbol, the rotational average of the gradient, and the agreement of the RHF gradient with an energy derivative and with finite differences of the potential. For H35Cl, a diagonalization with $J=0$ to 4 must reproduce the strengths 1:2:3 for $F'=1/2,3/2,5/2$ and keep the error of the first-order offsets below $(eqQ)^2/6B$, where $B$ is the rotational constant. The output gives $eqQ/h=-66.16$ MHz from MP2 and offsets of −13.233, +3.308 and +16.541 MHz with strengths 2:3:1 in order of rising frequency. The largest error of first-order theory is 0.143 kHz.

## Numerical check

```python
# Result under test: first-order nuclear quadrupole energy of a linear rotor,
#   E(F) = -eqQ [3/4 C(C+1) - I(I+1)J(J+1)] / [2I(2I-1)(2J-1)(2J+3)],
#   C = F(F+1) - I(I+1) - J(J+1),
# and the strengths 1:2:3 of F' = 1/2, 3/2, 5/2 in the J = 1-0 line for I = 3/2.
# J: rotational quantum number, I: nuclear spin, F: total angular momentum,
# q: second derivative along the axis of the potential of all charges outside
# the nucleus, Q: nuclear quadrupole moment, B: rotational constant.
# The example is H35Cl; its bond length and q are computed with MP2.
import math
import numpy as np
from scipy import constants as sc
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j
from pyscf import gto, scf, mp


def f_values(J, I):
    return np.arange(abs(J - I), J + I + 0.5, 1.0)


def casimir_energy(J, I, F):
    """Derived closed formula, in units of eqQ."""
    C = F * (F + 1) - I * (I + 1) - J * (J + 1)
    top = 0.75 * C * (C + 1) - I * (I + 1) * J * (J + 1)
    return -top / (2 * I * (2 * I - 1) * (2 * J - 1) * (2 * J + 3))


def sixj_value(J, I, F):
    j, i, f = (Rational(int(round(2 * x)), 2) for x in (J, I, F))
    return float(wigner_6j(f, i, j, 2, j, i))


def stretched_3j(j):
    x = Rational(int(round(2 * j)), 2)
    return float(wigner_3j(x, 2, x, -x, 0, x))


def sixj_energy(J, I, F):
    """Energy from the 6j symbol and reduced elements, in units of eqQ."""
    reduced_nucleus = 0.5 / stretched_3j(I)
    reduced_rotor = 0.5 * (-J / (2 * J + 3)) / stretched_3j(J)
    phase = (-1) ** int(round(J + I + F))
    return phase * sixj_value(J, I, F) * reduced_nucleus * reduced_rotor


def sixj_closed(J, I, F):
    C = F * (F + 1) - I * (I + 1) - J * (J + 1)
    top = 8 * (0.75 * C * (C + 1) - I * (I + 1) * J * (J + 1))
    prod = 1.0
    for j in (I, J):
        prod *= (2*j - 1) * (2*j) * (2*j + 1) * (2*j + 2) * (2*j + 3)
    return (-1) ** int(round(J + I + F)) * top / math.sqrt(prod)


def rotor_matrices(J_list):
    """Matrices of n_a and n_a n_b (n = axis direction) by quadrature."""
    x, wx = np.polynomial.legendre.leggauss(14)
    phi = 2 * np.pi * np.arange(20) / 20
    X, PHI = (a.ravel() for a in np.meshgrid(x, phi, indexing="ij"))
    W = np.repeat(wx, 20) * 2 * np.pi / 20
    s = np.sqrt(1 - X**2)
    n = np.array([s * np.cos(PHI), s * np.sin(PHI), X])
    Y, J_of_state = [], []
    for J in J_list:
        for M in range(-J, J + 1):
            m = abs(M)
            norm = math.sqrt((2 * J + 1) / (4 * math.pi)
                             * math.factorial(J - m) / math.factorial(J + m))
            y = norm * lpmv(m, J, X) * np.exp(1j * m * PHI)
            Y.append(y if M >= 0 else (-1) ** m * y.conj())
            J_of_state.append(J)
    Y = np.array(Y)
    n1 = [(Y.conj() * (W * n[a])) @ Y.T for a in range(3)]
    n2 = [[(Y.conj() * (W * n[a] * n[b])) @ Y.T for b in range(3)]
          for a in range(3)]
    return np.array(J_of_state), n1, n2


def spin_matrices(I):
    m = np.arange(I, -I - 0.5, -1.0)
    up = np.diag(np.sqrt(I * (I + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2 + 0j, (up - up.T) / 2j, np.diag(m) + 0j]


def quadrupole_matrix(n2, I):
    """(1/6) sum V_ab Q_ab in the uncoupled basis, in units of eqQ."""
    S = spin_matrices(I)
    one_s, one_r = np.eye(len(S[0])), np.eye(len(n2[0][0]))
    H = 0
    for a in range(3):
        for b in range(3):
            d = float(a == b)
            V = (3 * n2[a][b] - d * one_r) / 2
            Qab = 1.5 * (S[a] @ S[b] + S[b] @ S[a]) - d * I * (I + 1) * one_s
            H = H + np.kron(V, Qab / (I * (2 * I - 1))) / 6
    return H


# Energies: direct diagonalization against the 6j form and the closed formula
worst_energy = worst_sixj = 0.0
for J in (1, 2, 3):
    _, _, n2 = rotor_matrices([J])
    qJ = ((3 * n2[2][2][-1, -1] - 1) / 2).real
    assert abs(qJ + J / (2 * J + 3)) < 1e-12
    if J == 1:
        qJ_one = qJ
    for I in (1.0, 1.5, 2.5):
        direct = np.linalg.eigvalsh(quadrupole_matrix(n2, I))
        for energy in (casimir_energy, sixj_energy):
            levels = np.sort(np.concatenate(
                [[energy(J, I, F)] * int(round(2 * F + 1))
                 for F in f_values(J, I)]))
            worst_energy = max(worst_energy, np.abs(levels - direct).max())
        for F in f_values(J, I):
            worst_sixj = max(worst_sixj, abs(
                sixj_value(J, I, F) - sixj_closed(J, I, F)))
assert worst_energy < 1e-11 and worst_sixj < 1e-12

# Electronic structure of HCl, atomic units, Cl at the origin, H on +z
def solve(r, strength=0.0):
    mol = gto.M(atom=[["Cl", (0, 0, 0)], ["H", (0, 0, r)]], unit="Bohr",
                basis="unc-ccpvtz", verbose=0)
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        M = mol.intor("int1e_ipiprinv", comp=9)
        M = M + mol.intor("int1e_iprinvip", comp=9)
    M = M + M.transpose(0, 2, 1)
    # Removing the trace removes the contact term at the nucleus
    T = M[8] - (M[0] + M[4] + M[8]) / 3
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    h = mf.get_hcore() + strength * T
    mf.get_hcore = lambda *args: h
    mf.kernel()
    assert mf.converged
    e_corr = mp.MP2(mf, frozen=5).kernel()[0]
    return mol, mf, T, mf.e_tot, mf.e_tot + e_corr


r_mid = 2.41
steps = 0.04 * np.arange(-2, 3)
scan = np.array([solve(r_mid + d)[4] for d in steps])
poly = np.polyfit(steps, scan - scan[2], 4)
roots = np.roots(np.polyder(poly))
shift = roots[np.argmin(np.abs(roots))]
assert abs(shift.imag) < 1e-10 and abs(shift.real) < 0.08
r_e = r_mid + shift.real

mol, mf, T, _, _ = solve(r_e)
P = np.asarray(mf.make_rdm1())
q_proton = 2 / r_e**3
q_rhf = q_proton - np.einsum("ij,ji", P, T)
lam = 1e-4
plus, minus = solve(r_e, lam), solve(r_e, -lam)
q_rhf_derivative = q_proton - (plus[3] - minus[3]) / (2 * lam)
q_mp2 = q_proton - (plus[4] - minus[4]) / (2 * lam)
assert abs(q_rhf - q_rhf_derivative) < 2e-3

# Field gradient again, from finite differences of the potential itself
def electron_potential(point):
    with mol.with_rinv_origin(point):
        return -np.einsum("ij,ji", P, mol.intor("int1e_rinv"))


d = 1e-3
along = electron_potential((0, 0, d)) + electron_potential((0, 0, -d))
across = electron_potential((d, 0, 0)) + electron_potential((-d, 0, 0))
q_potential = q_proton + 2 / 3 * (along - across) / d**2
assert abs(q_potential - q_rhf) < 3e-3

# Constants of the line
I = 1.5
Q_barn = -0.082
m_H, m_Cl = 1.00783, 34.96885
a0 = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
to_MHz = Q_barn * 1e-28 * hartree / (a0**2 * sc.h) / 1e6
eqQ, eqQ_rhf = to_MHz * q_mp2, to_MHz * q_rhf
mu = m_H * m_Cl / (m_H + m_Cl) * sc.atomic_mass
B = sc.h / (8 * np.pi**2 * mu * (r_e * a0) ** 2) / 1e6
F_list = f_values(1, I)
offset = {F: eqQ * casimir_energy(1, I, F) for F in F_list}
order = sorted(F_list, key=lambda F: offset[F])

# Full Hamiltonian with J = 0..4: positions and strengths without the formula
J_state, n1, n2 = rotor_matrices([0, 1, 2, 3, 4])
H = np.kron(np.diag(B * J_state * (J_state + 1.0)), np.eye(4))
E, U = np.linalg.eigh(H + eqQ * quadrupole_matrix(n2, I))
lower, start = U[:, :4], 4
exact, strength = {}, {}
for F in order:
    size = int(round(2 * F + 1))
    group = slice(start, start + size)
    assert np.ptp(E[group]) < 1e-6
    exact[F] = E[group].mean() - E[:4].mean() - 2 * B
    by_axis = []
    for a in (0, 2):
        dip = np.kron(n1[a], np.eye(4))
        all_lines = np.sum(np.abs(U[:, 4:16].conj().T @ dip @ lower) ** 2)
        part = np.sum(np.abs(U[:, group].conj().T @ dip @ lower) ** 2)
        by_axis.append(part / all_lines)
    assert np.allclose(by_axis, (2 * F + 1) / 12, atol=1e-4)
    strength[F] = by_axis[1]
    start += size
error = max(abs(exact[F] - offset[F]) for F in F_list)
assert error < eqQ**2 / (6 * B)
centroid = sum(strength[F] * exact[F] for F in F_list)
assert abs(centroid) < eqQ**2 / (6 * B)

print(f"largest energy mismatch, J=1-3, I=1,3/2,5/2: {worst_energy:.1e} eqQ")
print(f"largest mismatch of closed 6j symbol: {worst_sixj:.1e}")
print(f"q_J/q for J=1 by quadrature: {qJ_one:.4f}")
print(f"input nuclear spin I: {I}")
print(f"input Q(35Cl), rounded: {Q_barn} b")
print(f"input masses H, 35Cl: {m_H}, {m_Cl} u")
print(f"MP2 bond length: {r_e * a0 * 1e10:.4f} angstrom")
print(f"rotational constant B: {B / 1e3:.2f} GHz")
print(f"line centre 2B: {2 * B / 1e3:.2f} GHz")
print(f"proton part of q: {q_proton:.4f} a.u.")
print(f"q, RHF expectation value: {q_rhf:.4f} a.u.")
print(f"q, RHF energy derivative: {q_rhf_derivative:.4f} a.u.")
print(f"q, RHF potential differences: {q_potential:.4f} a.u.")
print(f"q, MP2 energy derivative: {q_mp2:.4f} a.u.")
print(f"eqQ/h per atomic unit of q: {to_MHz:.4f} MHz")
print(f"eqQ/h from RHF: {eqQ_rhf:.2f} MHz")
print(f"eqQ/h from MP2: {eqQ:.2f} MHz")
for F in F_list:
    C = F * (F + 1) - I * (I + 1) - 2
    print(f"F'={F}: C={C:.0f}, 6j={sixj_value(1, I, F):.6f}, "
          f"E/eqQ={casimir_energy(1, I, F):.4f}")
for F in order:
    print(f"rising frequency, F'={F}: first-order offset {offset[F]:.3f} MHz, "
          f"share {strength[F]:.4f}, ratio {6 * strength[F]:.3f}")
print(f"lower spacing: {offset[order[1]] - offset[order[0]]:.3f} MHz")
print(f"upper spacing: {offset[order[2]] - offset[order[1]]:.3f} MHz")
print(f"largest error of first-order offsets: {error * 1e3:.3f} kHz")
print(f"scale (eqQ)^2/B: {eqQ**2 / B * 1e3:.2f} kHz")
print(f"strength-weighted mean offset: {centroid * 1e3:.3f} kHz")
print("all good")
```

Printed output:

```
largest energy mismatch, J=1-3, I=1,3/2,5/2: 3.3e-16 eqQ
largest mismatch of closed 6j symbol: 2.8e-17
q_J/q for J=1 by quadrature: -0.2000
input nuclear spin I: 1.5
input Q(35Cl), rounded: -0.082 b
input masses H, 35Cl: 1.00783, 34.96885 u
MP2 bond length: 1.2727 angstrom
rotational constant B: 318.50 GHz
line centre 2B: 636.99 GHz
proton part of q: 0.1438 a.u.
q, RHF expectation value: 3.6182 a.u.
q, RHF energy derivative: 3.6177 a.u.
q, RHF potential differences: 3.6179 a.u.
q, MP2 energy derivative: 3.4340 a.u.
eqQ/h per atomic unit of q: -19.2671 MHz
eqQ/h from RHF: -69.71 MHz
eqQ/h from MP2: -66.16 MHz
F'=0.5: C=-5, 6j=-0.204124, E/eqQ=-0.2500
F'=1.5: C=-2, 6j=-0.163299, E/eqQ=0.2000
F'=2.5: C=3, 6j=-0.040825, E/eqQ=-0.0500
rising frequency, F'=1.5: first-order offset -13.233 MHz, share 0.3333, ratio 2.000
rising frequency, F'=2.5: first-order offset 3.308 MHz, share 0.5000, ratio 3.000
rising frequency, F'=0.5: first-order offset 16.541 MHz, share 0.1667, ratio 1.000
lower spacing: 16.541 MHz
upper spacing: 13.233 MHz
largest error of first-order offsets: 0.143 kHz
scale (eqQ)^2/B: 13.74 kHz
strength-weighted mean offset: -0.023 kHz
all good
```
